Electron-phonon coupling of the E2g and A1' modes in tight-binding graphene

**Problem**

Rydberg atomic units are used: ħ = 1, m_e = 1/2, energies in Ry, lengths in bohr, masses in units of 2m_e. Graphene has one p_z orbital per atom and the Hamiltonian

H = −Σ_bonds t(d) ( |A⟩⟨B| + |B⟩⟨A| ),

where the sum runs over nearest-neighbour bonds and the hopping t depends on the bond length d alone. At equilibrium d = d0, t = t0 and dt/dd = t'. The origin is a hexagon centre, and

a1 = √3 d0 (1, 0), a2 = √3 d0 (1/2, √3/2), τ_A = (0, d0), τ_B = (0, −d0).

An A atom has B neighbours at δ_j = d0 n_j, with n_j = (cos φ_j, sin φ_j) and φ_j = 90°, 210°, 330°. The Dirac point is K = (4π/(3√3 d0), 0). Bloch states carry phases at the equilibrium sites r of sublattice s, |s,k⟩ = N^(−1/2) Σ_r e^{ik·r}|r⟩ for N cells. An in-plane displacement wave is u(r) = u e_s e^{iq·r} with |e_A|² + |e_B|² = 1. The deformation potential and its Fermi average are

D_{s's} = ⟨s', k+q| ∂H/∂u |s, k⟩, ⟨D²⟩ = (1/4) Σ_{s's} |D_{s's}|² at k = K.

(a) Find D for general k, q and e. (b) Find the eigenvectors of E2g at Γ and A1' at K. (c) Compute ⟨D²⟩ for one E2g branch and for A1', and explain their ratio. (d) Justify the name Fermi average. (e) Relate ⟨D²⟩ to frozen-phonon splittings. (f) Give numbers, including g² = D²/(2Mω), for the parameters stated in part (f).

**Hints**

1. To first order a bond length changes by the projection of u_B − u_A on the bond. All sums reduce to S(k) = Σ_j n_j e^{ik·δ_j}.
2. Write e^{iK·δ_j} in terms of φ_j, and note that 3K·δ_j is a multiple of 2π.
3. The vectors (1, ±i) diagonalize rotations. At K a rotation also brings a phase that depends on the sublattice.
4. D is linear in the four-vector e = (e_A, e_B), so ⟨D²⟩ is a Hermitian form in e. Compare its trace and rank at Γ and K.
5. A real displacement at K is the wave plus its complex conjugate.

**Solution**

(a) For the bond from A at r to B at r + δ_j, the length is |δ_j + u_B − u_A|, and its first-order change is δd_j = n_j·(u_B − u_A). A relative displacement z normal to the sheet gives √(d0² + z²), which has no linear term, so out-of-plane motion does not enter D in this model. The first-order change of H is linear in the displacements and is extended linearly to complex waves. The bond element changes by

−t' u n_j·( e_B e^{iq·(r+δ_j)} − e_A e^{iq·r} ).

For D_AB this is multiplied by e^{−i(k+q)·r} from the bra, e^{ik·(r+δ_j)} from the ket and 1/N. The phases in r cancel, the sum over cells cancels 1/N, and what remains is −t' Σ_j n_j·(e_B e^{i(k+q)·δ_j} − e_A e^{ik·δ_j}). For D_BA the bra gives e^{−i(k+q)·(r+δ_j)} and the ket e^{ik·r}, which leaves −t' Σ_j n_j·(e_B e^{−ik·δ_j} − e_A e^{−i(k+q)·δ_j}). Since n_j is real, S(−k) = S(k)*, and

D_AB = −t' [ e_B·S(k+q) − e_A·S(k) ]
D_BA = −t' [ e_B·S(k)* − e_A·S(k+q)* ]
D_AA = D_BB = 0.

A dot means a sum of products without complex conjugation. The diagonal elements vanish because H has no A–A or B–B terms.

The phases at K are K·δ_j = 0, −2π/3, +2π/3. Modulo 2π these equal π/2 − φ_j, so e^{iK·δ_j} = i e^{−iφ_j}. The angles φ_j are 120° apart, and so are the 2φ_j, hence Σ_j e^{−iφ_j} = Σ_j e^{−2iφ_j} = 0. Then

Σ_j cos φ_j e^{−iφ_j} = Σ_j (1 + e^{−2iφ_j})/2 = 3/2
Σ_j sin φ_j e^{−iφ_j} = Σ_j (1 − e^{−2iφ_j})/(2i) = −3i/2
S ≡ S(K) = i (3/2, −3i/2) = (3/2)(i, 1).

Because 3K·δ_j is a multiple of 2π, S(2K) = S(−K) = S* = (3/2)(−i, 1). Also 3K·a1 = 4π and 3K·a2 = 2π, so 2K is the other valley, −K. Two properties are used below: |S|² = (9/4)(1 + 1) = 9/2 and S·S = (9/4)(−1 + 1) = 0.

(b) A point operation g maps a displacement field to u'(r) = g u(g⁻¹r). The dynamical matrix commutes with the operations that preserve q, so an irreducible representation that occurs once among the four in-plane waves fixes its eigenspace, whatever the force constants.

At Γ the 180° rotation exchanges the sublattices and reverses vectors: (e_A, e_B) → (−e_B, −e_A). On in-plane vectors inversion acts in the same way. The odd waves have e_B = e_A and are the rigid translations, E1u. The even waves have e_B = −e_A. On them the 60° rotation R(60°), which also exchanges the sublattices, sends e_A to −R(60°)e_A = R(240°)e_A, with trace 2 cos 240° = −1, the character of E2g. Normalised,

E2g: e_A = −e_B = ε/√2, ε = (cos α, sin α), with α arbitrary.

At K the operations are the 120° rotations and the mirrors generated with m: y → −y. For g = R(120°), gK − K has scalar products −2π and 0 with a1 and a2, so it is a reciprocal lattice vector and the rotated field is again a wave at K. Its amplitudes are read off at τ_s, where K·τ_s = 0. The point g⁻¹τ_A is the A site at angle −30°, with x = √3 d0/2 and phase K·g⁻¹τ_A = 2π/3. The point g⁻¹τ_B is the B site at 150°, with phase −2π/3. With η = e^{2πi/3},

e_A → η R(120°) e_A, e_B → η⁻¹ R(120°) e_B.

Direct multiplication gives R(a)(1, ±i) = e^{∓ia}(1, ±i). So e_A ∝ (1, i) has eigenvalue η η⁻¹ = 1, and e_B ∝ (1, −i) has eigenvalue η⁻¹η = 1. The other two vectors have eigenvalues η² and η⁻² and form E'. The mirror sends τ_A to τ_B with no phase, so e_A → m e_B, and m(1, −i) = (1, i). The even combination, e_A = c(1, i) and e_B = c(1, −i), is A1', and the odd one is A2'; the primes record that in-plane motion is even under reflection in the sheet. Normalisation requires 4|c|² = 1. The choice c = −i/2 gives

A1': e_A = (−i, 1)/2, e_B = (−i, −1)/2.

The real parts move the atom at (0, d0) up and the atom at (0, −d0) down. By the threefold invariance the hexagon at the origin breathes.

(c) At Γ, k = K and q = 0:

D_AB = −t'[ −ε·S/√2 − ε·S/√2 ] = √2 t' ε·S = (3/√2) t' (i cos α + sin α) = (3/√2) t' i e^{−iα}.

The same steps with S* give D_BA = D_AB*. Each modulus squared is 9t'²/2, so for every α

⟨D²_Γ⟩ = (1/4)(9/2 + 9/2) t'² = 9t'²/4.

At K, k = q = K, so S(k) = S and S(k+q) = S*. Both elements become −t'[e_B·S* − e_A·S]. The two products are

e_A·S = (3/4)[ (−i)(i) + 1 ] = 3/2, e_B·S* = (3/4)[ (−i)(−i) − 1 ] = −3/2,

so D_AB = D_BA = −t'(−3/2 − 3/2) = 3t', and

⟨D²_K⟩ = (1/4)(9 + 9) t'² = 9t'²/2, ⟨D²_Γ⟩/⟨D²_K⟩ = 1/2.

The ratio contains neither t0 nor t'. The sum Σ|D_{s's}|² equals Tr D†D, which is unchanged by unitary mixing of the two degenerate states at either end, so the sublattice basis is as good as any band basis.

The origin of the factor shows in the Hermitian form. Write D_AB = t' p·e and D_BA = t' r·e with four-vectors p = (S(k), −S(k+q)) and r = (S(k+q)*, −S(k)*). Then ⟨D²⟩ = e†We with

W = (t'²/4)( p* pᵀ + r* rᵀ ).

At both points |p|² = |r|² = 2|S|² = 9, so Tr W = 9t'²/2. At Γ, p = (S, −S) and r = p*. The vectors p* and r* = p are orthogonal, since their scalar product is p·p = 2 S·S = 0. W has the eigenvalue 9t'²/4 twice, on vectors with e_B = −e_A, which span E2g, and zero on the translations. At K, p = r = (S, −S*), so W has rank one with eigenvalue 18t'²/4. Its eigenvector p*/3 = (S*, −S)/3 is the A1' vector of (b), and A2' and E' have D = 0 at k = K. The same total coupling is shared by two branches at Γ and carried by one at K.

This fixes the conditions on the statement. The ratio is one to two for a single E2g branch. The sum over both branches is the trace, 9t'²/2, and gives one to one. The normalisation at K also matters. The standing wave (e_s e^{iK·r} + c.c.)/√2 has unit mean square per cell, but just its first term carries K to 2K, so that matrix is D/√2 and ⟨D²⟩ falls to 9t'²/4, again one to one.

(d) The Bloch Hamiltonian has H_AB(k) = −t0 Σ_j e^{ik·δ_j}. Put k = K + κ with κ = κ(cos θ, sin θ), κd0 ≪ 1. The zeroth-order sum vanishes, and the first order is −t0 i d0 κ·S = −(3t0d0/2)(−κ_x + iκ_y):

H_AB(K+κ) = v(κ_x − iκ_y) = vκ e^{−iθ}, v = 3t0d0/2.

The states with E = λvκ, λ = ±1, are (1, λe^{iθ})/√2. Near 2K, S* replaces S and H_AB = −v(κ_x + iκ_y) = −vκ e^{iθ'}, with states (1, −λ'e^{−iθ'})/√2. To leading order in κd0 the matrix D keeps its value at the Dirac point, the A1' vector keeps its value at K, and the E2g vector stays in the degenerate pair, with a direction α that must be specified. The band element is ψ'_A* D_AB ψ_B + ψ'_B* D_BA ψ_A. For E2g the final state lies near K:

(1/2)(3/√2) t' i [ λ e^{i(θ−α)} − λ' e^{−i(θ'−α)} ].

Using |λe^{ia} − λ'e^{ib}|² = 2[1 − λλ' cos(a − b)], its modulus squared is

|D_Γ|² = (9/4) t'² [ 1 − λλ' cos(θ + θ' − 2α) ].

For A1' the final state lies near 2K, the element is (3t'/2)[λe^{iθ} − λ'e^{iθ'}], and

|D_K|² = (9/2) t'² [ 1 − λλ' cos(θ − θ') ].

On a small Fermi circle λ = λ' and the velocity is isotropic, so for a fixed α the average over independent θ and θ' removes the cosines and returns 9t'²/4 and 9t'²/2. For E2g the condition on α matters. The transfer q = k' − k between two points of the circle points along (θ + θ')/2 ± 90°. If ε is taken along q, then 2α = θ + θ' ± 180°, the cosine is −1 and |D_Γ|² = 9t'²/2 for every pair. If ε is taken across q, the cosine is +1 and |D_Γ|² = 0. Since α → α + 90° reverses the cosine, the mean over two orthogonal polarizations is 9t'²/4 in every case, and this is the sense in which ⟨D²_Γ⟩ is a per-branch Fermi average. The identification holds as E_F → 0; the neglected terms are of order κd0 relative to the prefactors. For a given pair of states the ratio depends on the angles. Within one band |D_K|² vanishes for θ' = θ and equals 9t'² for θ' = θ + π.

(e) Let each atom move by a distance x. At Γ this means u = √2 x. First-order degenerate perturbation theory at k = K gives the levels ±u|D_AB| = ±3|t'|x, so ΔE = 6|t'|x, and (ΔE/x)² = 36t'² gives ⟨D²_Γ⟩ = (ΔE/x)²/16. This splitting at fixed k is not a gap. Setting the total off-diagonal element to zero,

v(κ_x − iκ_y) + (3/√2) t'u (ε_y + iε_x) = 0,

and separating real and imaginary parts gives κ = (3t'u/(√2 v))(−ε_y, ε_x). To first order the Dirac point moves perpendicular to ε by 3|t'|x/v.

At K the real pattern is x(e_s e^{iχ}e^{iK·r} + c.c.) with any phase χ. Each atom moves by 2x times the real part of a vector c(1, ±i) times a phase, whose length is 2|c|x = x. Among the four zero-energy states the wave couples K to 2K with x e^{iχ}D, D = 3t'σ_x, and its conjugate couples back. The transitions 2K → 3K and K → 0 lead to states at Γ, with energies ±3t0, so they cannot contribute at first order. At κ = 0 their elements vanish altogether: S(0) = S(3K) = Σ_j n_j = 0, and with e_A = S*/3, e_B = −S/3 every remaining product is proportional to S·S or its conjugate, which is zero. With h_K = v(κ_xσ_x + κ_yσ_y) and h_2K = −v(κ_xσ_x − κ_yσ_y), the 4×4 matrix has h_K and h_2K on the diagonal and 3t'x e^{±iχ}σ_x off it. The off-diagonal block of its square is proportional to

h_Kσ_x + σ_x h_2K = v[ κ_x + κ_yσ_yσ_x − κ_x + κ_yσ_xσ_y ] = 0,

because σ_x and σ_y anticommute. The diagonal blocks give E² = v²κ² + 9t'²x². To first order in x this is a true gap, ΔE = 6|t'|x, independent of χ, and ⟨D²_K⟩ = (ΔE/x)²/8. Per atomic displacement the two modes split the Dirac states equally. The factor two sits in the relation between x and the normalised amplitude: u = √2 x at Γ, and amplitude x for each of the two conjugate waves at K.

(f) The parameters are round values of the rough size met in graphene, not fitted to anything: t(d) = t0 exp[−β(d/d0 − 1)] with t0 = 0.2 Ry, d0 = 2.7 bohr, β = 3, and M = 12 u = 10937.3 mass units. Then |K| = 0.8957 bohr⁻¹ and

v = 1.5 × 0.2 × 2.7 = 0.81 Ry bohr
t' = −βt0/d0 = −0.6/2.7 = −0.22222 Ry/bohr, t'² = 0.04938 Ry²/bohr²
D_AB(Γ, α = 90°) = (3/√2)t' = −0.4714 Ry/bohr, D_AB(K) = 3t' = −0.6667 Ry/bohr
⟨D²_Γ⟩ = 2.25 × 0.04938 = 0.1111 Ry²/bohr² ≈ 73 eV²/Å²
⟨D²_K⟩ = 4.5 × 0.04938 = 0.2222 Ry²/bohr² ≈ 147 eV²/Å².

These are model values that scale as β² and are not predictions for graphene. Published semilocal density-functional values are near 46 and 92 eV²/Å², so β = 3 (|t'| ≈ 5.7 eV/Å) overstates both by roughly 60%, and the g² below inherit this.

For x = 0.02 bohr the linear splitting is 6 × 0.22222 × 0.02 = 0.02667 Ry, and to first order the Dirac point moves by 3 × 0.22222 × 0.02/0.81 = 0.01646 bohr⁻¹ (with the nonlinear t(d) and ε along y the shift is 0.0173 bohr⁻¹ for A moving along +y and 0.0157 bohr⁻¹ along −y, about ±5%). Full diagonalization with the nonlinear t(d) depends on the sign of x. At Γ it gives 0.02707 Ry for A moving along +y and 0.02628 Ry along −y, about ±1.5% relative to the linear value. This follows from second order. With A moved by x and B by −x along y, bond 1 has length d0 − 2x. Bonds 2 and 3 have squared length d0² + 2d0x + 4x², so their length is d0 + x + 2x²/d0 − x²/(2d0) = d0 + x + 3x²/(2d0). At K, H_AB = −[t1 + t2(η + η⁻¹)] = −(t1 − t2), and

t1 − t2 = t'[ −3x − 3x²/(2d0) ] + (t''/2)(4x² − x²).

With t' = −βt0/d0 and t'' = β²t0/d0² = β|t'|/d0,

ΔE = 6|t'||x| [ 1 + (1 + β)x/(2d0) ],

and (1 + 3) × 0.02/5.4 = 0.015. At K the output is 0.02697 Ry for the hexagon moving out and 0.02638 Ry for it moving in, about ±1.1% relative to the linear value. That coefficient is reported here and not derived. It belongs to the breathing phases χ = 0 and π. Beyond first order the gap depends on χ, and at χ = 30° it is back at the linear value 0.02667 Ry.

The normalised amplitude of a mode of frequency ω has zero-point mean square 1/(2Mω) (with the factor 1/N kept apart), so g = D/√(2Mω) and

⟨g²_Γ⟩/⟨g²_K⟩ = ω_K/(2ω_Γ).

Frequencies are taken from nearest-neighbour springs Φ_j = φ_t 1 + (φ_r − φ_t) n_j n_jᵀ, with φ_r = 0.5 and φ_t = 0.3 Ry/bohr². A rigid rotation of the sheet moves neighbours across their bond and costs energy through φ_t, so the model is not rotationally invariant and serves here to supply two plausible frequencies. The equation of motion is Mω² e_A = Σ_j Φ_j(e_A − e_B e^{iq·δ_j}). From Σ_j n_j n_jᵀ = (3/2)1 follows Σ_jΦ_j = (3/2)(φ_r + φ_t)1. At Γ, e_B = −e_A doubles this: Mω_Γ² = 3(φ_r + φ_t) = 2.4 Ry/bohr². At K the φ_t 1 part of the e_B term vanishes, since Σ_j e^{iK·δ_j} = 0. In the rest, n_j·e_B = −(i/2)e^{−iφ_j}, which times i e^{−iφ_j} is e^{−2iφ_j}/2. All 3φ_j equal 270° modulo 360°, so e^{−2iφ_j} = i e^{iφ_j}. The conjugates of the sums in (a) give Σ_j n_j e^{iφ_j} = (3/2)(1, i), so Σ_j n_j e^{−2iφ_j}/2 = (3/4)(i, −1) = −(3/2)e_A. Hence Mω_K² = (3/2)(φ_r + φ_t) + (3/2)(φ_r − φ_t) = 3φ_r = 1.5 Ry/bohr². Then

ω_Γ = √(2.4/10937.3) = 0.014813 Ry, 1/(2Mω_Γ) = 0.003086 bohr²
ω_K = √(1.5/10937.3) = 0.011711 Ry, 1/(2Mω_K) = 0.003904 bohr²
⟨g²_Γ⟩ = 0.11111 × 0.003086 = 3.43×10⁻⁴ Ry² ≈ 0.06 eV²
⟨g²_K⟩ = 0.22222 × 0.003904 = 8.67×10⁻⁴ Ry² ≈ 0.16 eV²
⟨g²_Γ⟩/⟨g²_K⟩ = 0.011711/(2 × 0.014813) = 0.395.

The ratio of g² is below one half because the softer K mode has the larger zero-point amplitude. The program's numerical check tests D against finite differences of real-space Hamiltonians, W against group projectors, the angular laws against numerical band states, and the linear splittings and the Dirac-point shift against diagonalization and a root search.

**Variation 1: third-neighbour hopping**

Add a hopping t3(d) from each A atom to the B atoms across the hexagons, at −2δ_j, with slope t3' at 2d0. Find the new ratio.

The unit vector of such a bond is −n_j, so the derivation of (a) adds terms of the same form with t3' and S3(k) = −Σ_j n_j e^{−2ik·δ_j}. Since 3K·δ_j is a multiple of 2π, e^{−2iK·δ_j} = e^{iK·δ_j} and e^{−4iK·δ_j} = e^{2iK·δ_j}. Thus S3(K) = −S(K) and S3(2K) = −S(2K). The first identity also gives Σ_j e^{−2iK·δ_j} = 0, so the Dirac states stay degenerate at zero energy. The mode vectors are fixed by symmetry. Every element of D keeps its form with t' → t' − t3', and the ratio stays one half. For t3 = 0.02 Ry and the same exponential law about 2d0, t3' = −βt3/(2d0) = −0.01111 Ry/bohr and t' − t3' = −0.21111 Ry/bohr. Then ⟨D²_Γ⟩ = 2.25 × 0.21111² = 0.1003 and ⟨D²_K⟩ = 4.5 × 0.21111² = 0.2006 Ry²/bohr², as the finite-difference test confirms.

**Variation 2: a multi-centre term**

Let the hopping on a bond also respond to the two parallel bonds across the adjacent hexagons, t_b = t(d_b) + w(δd_+ + δd_−). Find the new ratio.

The parallel bonds are copies of bond j shifted by ±p_j, the shortest lattice vectors perpendicular to δ_j: p_1 = a1, p_2 = a2 − a1, p_3 = a2. For a wave of vector q the stretch obeys δd_j(r ± p_j) = δd_j(r) e^{±iq·p_j}, so δt = [t' + 2w cos(q·p_j)] δd_j. At Γ the cosine is 1. At K the phases K·p_j are 4π/3, −2π/3 and 2π/3, with cosine −1/2 for all three bonds. The factor is independent of j in both cases, so

⟨D²_Γ⟩ = (9/4)(t' + 2w)², ⟨D²_K⟩ = (9/2)(t' − w)², ratio = (1/2)[ (t' + 2w)/(t' − w) ]².

For w = 0.02 Ry/bohr, t' + 2w = −0.18222 and t' − w = −0.24222 Ry/bohr. Then ⟨D²_Γ⟩ = 2.25 × 0.18222² = 0.0747 and ⟨D²_K⟩ = 4.5 × 0.24222² = 0.2640 Ry²/bohr², with ratio 0.283, and the finite-difference test agrees. The term has the full symmetry of the lattice, so symmetry alone does not fix the ratio at one half. In part (c) it came from equal traces of W, shared by two branches at Γ and carried by one at K. Here the sharing is the same, but the traces, (9/2)(t' + 2w)² at Γ and (9/2)(t' − w)² at K, differ because different slopes multiply the bond stretch at q = 0 and at q = K.

Calculated quantities

```
t0 = 0.2 Ry, d0 = 2.7 bohr, beta = 3.0
phi_r = 0.5, phi_t = 0.3 Ry/bohr^2
M (12 u) = 10937.3 Rydberg mass units (2 m_e)
|K| = 0.89570 1/bohr, v = 0.8100 Ry bohr
t' = -0.22222 Ry/bohr, t'^2 = 0.04938 Ry^2/bohr^2
D_AB Gamma (eps along y) = -0.47140 Ry/bohr
D_AB = D_BA at K = -0.66667 Ry/bohr
<D^2> Gamma = 0.11111 Ry^2/bohr^2 = 73.45 eV^2/A^2
<D^2> K = 0.22222 Ry^2/bohr^2 = 146.90 eV^2/A^2
ratio <D^2> Gamma/K = 0.500000
W/t'^2 eigenvalues Gamma: [0.   0.   2.25 2.25]
W/t'^2 eigenvalues K: [0.  0.  0.  4.5]
<D^2> K, standing wave = 0.11111 Ry^2/bohr^2
Fermi-circle averages /t'^2: Gamma 2.2500, K 4.5000
dE/dx: Gamma 1.33333, K 1.33333 Ry/bohr
x = 0.02 bohr: linear splitting = 0.02667 Ry
exact Gamma (A along +y, -y): 0.02707, 0.02628 Ry
exact K (hexagon out, in): 0.02697, 0.02638 Ry
Dirac shift size at that x = 0.01646 1/bohr
M omega^2: Gamma 2.400, K 1.500 Ry/bohr^2
omega: Gamma 0.014813 Ry, K 0.011711 Ry
1/(2M omega): Gamma 0.003086, K 0.003904 bohr^2
<g^2> Gamma = 3.4290e-04 Ry^2 = 0.0635 eV^2
<g^2> K = 8.6747e-04 Ry^2 = 0.1606 eV^2
ratio <g^2> Gamma/K = 0.3953
t3 = 0.02 Ry, t3' = -0.01111 Ry/bohr
  <D^2> = 0.10028, 0.20056 Ry^2/bohr^2, ratio 0.5000
w = 0.02 Ry/bohr
  <D^2> = 0.07471, 0.26402 Ry^2/bohr^2, ratio 0.2830
```
